# Alternating and direct spin pumping at a small cone angle

## Problem

An insulating magnet is covered by a tungsten film. The unit vector $\mathbf m$ along its magnetization precesses at angular frequency $\omega$ about the $z$ axis, on a circular cone of half-angle $\theta$. The axes $z$ and $x$ lie in the film plane, and $y$ is the film normal, along which spin flows into the tungsten.

(a) Derive the spin current pumped into a metal that has no spin accumulation.

(b) Find the amplitude of one transverse Cartesian component of its polarization and the constant component along $z$. Evaluate their ratio at $\theta=1^\circ$.

(c) Find how the ratio changes if the mixing conductance has an imaginary part, and if the precession is elliptical.

(d) Include backflow from the tungsten and find the inverse spin Hall fields for these rough values: frequency 10 GHz, mixing conductance $g_r=3\ \mathrm{nm^{-2}}$, tungsten thickness $d=5$ nm, spin diffusion length $\lambda=2$ nm, resistivity $\rho=200\ \mathrm{\mu\Omega\,cm}$, spin Hall angle of magnitude 0.3.

The algebra uses atomic units, $\hbar=e=1$. Polarization means the direction of the electrons' spin angular momentum; counting their magnetic moment instead changes the sign of every component and leaves the ratio of magnitudes alone.

## Solution

### (a) The pumped current

The magnet reflects every electron. A spin along $\mathbf m$ is reflected with amplitude $r_\uparrow$, a spin against $\mathbf m$ with $r_\downarrow$, both of modulus one. We take them as constant over the energies $\omega$ and $k_BT$.

In a frame that rotates with $\mathbf m$ the reflection is static. The transformation $\psi'=e^{i\omega t\sigma_z/2}\psi$ lowers the energy of a $z$-up electron by $\omega/2$ and raises that of a $z$-down electron by the same amount. Electrons in equilibrium in the laboratory, with Fermi function $f(E)$, therefore have the occupation $f(E'+\omega\sigma_z/2)$ in the rotating frame. Since
$$\int [f(E'\pm\omega/2)-f(E')]\,dE'=\mp\frac{\omega}{2},$$
the incoming electrons carry the spin-dependent excess $-(\omega/2)\sigma_z$. The remaining, unpolarized part is reflected unchanged and carries no net spin.

Split the unit vector $\hat{\mathbf z}$ into a part along $\mathbf m$ and a transverse part $\mathbf n=\hat{\mathbf z}-\mathbf m(\mathbf m\cdot\hat{\mathbf z})$. The part along $\mathbf m$ is reflected unchanged. The transverse part connects the two spin states, so its matrix elements are multiplied by $r_\uparrow r_\downarrow^*$ or its conjugate. Write $r_\uparrow r_\downarrow^*=1-G_r-iG_i$. With the projectors $(1\pm\mathbf m\cdot\boldsymbol\sigma)/2$ and the identity $(\mathbf m\cdot\boldsymbol\sigma)(\mathbf n\cdot\boldsymbol\sigma)=i(\mathbf m\times\mathbf n)\cdot\boldsymbol\sigma$, valid because $\mathbf m\cdot\mathbf n=0$, reflection gives
$$\mathbf n\cdot\boldsymbol\sigma\;\to\;(1-G_r)\,\mathbf n\cdot\boldsymbol\sigma+G_i(\mathbf m\times\mathbf n)\cdot\boldsymbol\sigma .$$

Subtract the incoming spin from the outgoing spin and multiply by the excess factor $-\omega/2$. A channel carries $1/2\pi$ electrons per unit time and energy, and the spin operator is $\boldsymbol\sigma/2$, with $\tfrac12\mathrm{Tr}(\sigma_i\sigma_j)=\delta_{ij}$. The current per channel is
$$\frac{1}{4\pi}\left[G_r\,\omega\mathbf n-G_i\,\mathbf m\times\omega\mathbf n\right].$$

Circular precession means $\dot{\mathbf m}=\omega\hat{\mathbf z}\times\mathbf m$. Hence
$$\mathbf m\times\dot{\mathbf m}=\omega\hat{\mathbf z}-\mathbf m(\mathbf m\cdot\omega\hat{\mathbf z})=\omega\mathbf n,\qquad \mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}.$$
Summing over the channels per unit area turns $G_r,G_i$ into $g_r,g_i$:
$$\mathbf j=\frac{1}{4\pi}\left(g_r\,\mathbf m\times\dot{\mathbf m}+g_i\,\dot{\mathbf m}\right).$$

### (b) The two amplitudes

Set $g_i=0$ for now. The magnetization and its derivative are
$$\mathbf m=(\sin\theta\cos\omega t,\ \sin\theta\sin\omega t,\ \cos\theta),$$
$$\dot{\mathbf m}=\omega\sin\theta\,(-\sin\omega t,\ \cos\omega t,\ 0).$$
The components of the cross product are
$$(\mathbf m\times\dot{\mathbf m})_x=m_y\dot m_z-m_z\dot m_y=-\omega\sin\theta\cos\theta\cos\omega t,$$
$$(\mathbf m\times\dot{\mathbf m})_y=m_z\dot m_x-m_x\dot m_z=-\omega\sin\theta\cos\theta\sin\omega t,$$
$$(\mathbf m\times\dot{\mathbf m})_z=m_x\dot m_y-m_y\dot m_x=\omega\sin^2\theta(\cos^2\omega t+\sin^2\omega t)=\omega\sin^2\theta .$$
Therefore
$$j_{ac}=\frac{g_r\omega}{4\pi}\sin\theta\cos\theta,\qquad j_{dc}=\frac{g_r\omega}{4\pi}\sin^2\theta,\qquad \frac{j_{ac}}{j_{dc}}=\cot\theta .$$

At one degree,
$$\frac{j_{ac}}{j_{dc}}=\frac{0.999848}{0.0174524}=57.29 .$$

The pumped polarization is perpendicular to $\mathbf m$ at every instant. When $\mathbf m$ is almost along $z$, the polarization lies almost in the transverse plane, and its projection on $z$ is smaller by a further factor of the tilt. Doubling a small angle doubles the alternating part, quadruples the direct part and halves the ratio. As $\theta\to0$ the ratio diverges although both currents vanish. At $45^\circ$ the two are equal, and between $45^\circ$ and $90^\circ$ the direct part is larger.

For small angles $\cot\theta\approx1/\theta$, with $\theta$ in radians, which gives 57.30. The number depends on two definitions. If one degree were the full opening of the cone, the ratio would be 114.6. If the alternating part were given as an rms value, the ratio would be $57.29/\sqrt2=40.5$.

For the example, $\hbar\omega=4.136\times10^{-5}$ eV. Angular momentum per area and time has the dimension of energy per area, so the common prefactor is
$$\frac{3\times4.136\times10^{-5}}{4\pi}=9.87\times10^{-6}\ \mathrm{eV/nm^2}.$$
Multiplication by $\sin^2\theta$ and $\sin\theta\cos\theta$ gives
$$j_{dc}=3.01\times10^{-9}\ \mathrm{eV/nm^2},\qquad j_{ac}=1.72\times10^{-7}\ \mathrm{eV/nm^2}.$$
Multiplied by $2e/\hbar$, these correspond to 146 and 8390 A/cm².

### (c) Imaginary conductance and elliptical precession

With $g_i$ restored, the $x$ component is
$$j_x=-\frac{\omega\sin\theta}{4\pi}\left(g_r\cos\theta\cos\omega t+g_i\sin\omega t\right).$$
The two terms are a quarter period apart, so their amplitudes add in squares. Since $\dot m_z=0$, the direct part is unchanged, and
$$\frac{j_{ac}}{j_{dc}}=\frac{\sqrt{\cos^2\theta+(g_i/g_r)^2}}{\sin\theta}.$$
For $g_i/g_r=0.1$ the ratio is 57.58, an increase of 0.5%.

A film magnetized in its plane has a demagnetizing field along its normal. With applied field $B$ and magnetization $M$, the equation of motion is $\dot{\mathbf m}=-\gamma\,\mathbf m\times(0,-\mu_0M m_y,B)$. To first order in the tilt, where $m_z\approx1$,
$$\dot m_x=-\gamma(B+\mu_0M)m_y,\qquad \dot m_y=\gamma B m_x .$$
Insert $m_x=a\cos\omega t$ and $m_y=b\sin\omega t$. The two equations require
$$\omega a=\gamma(B+\mu_0M)b,\qquad \omega b=\gamma Ba,$$
and their quotient gives $b/a=\sqrt{B/(B+\mu_0M)}$. The law of part (a) still applies. With energy-independent reflection amplitudes the pumped current depends only on the instantaneous $\mathbf m$ and $\dot{\mathbf m}$, and any instantaneous $\dot{\mathbf m}$ is that of a circular precession about some axis. The leading components of the pumped polarization therefore follow from the same cross product:
$$(\mathbf m\times\dot{\mathbf m})_x\approx-\dot m_y=-b\omega\cos\omega t,$$
$$(\mathbf m\times\dot{\mathbf m})_y\approx\dot m_x=-a\omega\sin\omega t,$$
$$(\mathbf m\times\dot{\mathbf m})_z\approx ab\,\omega .$$
The ratio is thus $1/a$ for polarization along $x$ and $1/b$ for polarization along $y$.

Hold the frequency at 10 GHz and the in-plane tilt at one degree, and let $\mu_0M=0.18$ T. The product of the two conditions above gives $\omega=\gamma\sqrt{B(B+\mu_0M)}$, which becomes $\omega=\gamma B$ for the circular orbit. With $\gamma=2\mu_B/\hbar$, where $\mu_B$ is the Bohr magneton, the required field falls from 0.357 T for the circular orbit to 0.278 T, and $b/a=0.779$. Integration of the full equation of motion gives ratios of 57.3 for $x$ and 73.5 for $y$. The $x$ ratio survives because flattening the orbit reduces its alternating part and the direct part by the same factor.

### (d) Backflow and conversion in tungsten

Let $\boldsymbol\mu$ be the spin accumulation: its length is the difference between the chemical potentials of the two spin directions. It adds the excess $\boldsymbol\mu\cdot\boldsymbol\sigma/2$ to the incoming electrons. The reflection argument of part (a), with $g_i=0$, then gives a return current $-(g_r/4\pi)\boldsymbol\mu_\perp$, where $\perp$ means transverse to $\mathbf m$.

Each spin direction conducts with half the conductivity $1/\rho$, and each electron carries spin one half, so the diffusive spin current is $-\boldsymbol\mu'/(4\rho)$. If spins relax in a time $\tau\ll1/\omega$, the accumulation follows the pumped current without delay and obeys $\boldsymbol\mu''=\boldsymbol\mu/\lambda^2$. No spin leaves through the outer surface $y=d$, so
$$\boldsymbol\mu(y)=\boldsymbol\mu(0)\frac{\cosh[(d-y)/\lambda]}{\cosh(d/\lambda)},\qquad \boldsymbol\mu(0)=4\rho\lambda\coth(d/\lambda)\,\mathbf j(0).$$
This accumulation is parallel to the pumped current and therefore transverse to $\mathbf m$. The balance at the interface reads
$$\mathbf j(0)=\mathbf j_{pump}-\frac{g_r}{4\pi}\boldsymbol\mu(0)=\mathbf j_{pump}-q\coth(d/\lambda)\,\mathbf j(0),\qquad q=\frac{g_r\rho\lambda}{\pi},$$
$$\mathbf j(0)=\frac{\mathbf j_{pump}}{1+q\coth(d/\lambda)} .$$
In ordinary units $q=g_r(2e^2/h)\rho\lambda=0.930$, and the reduction factor is 0.515. It multiplies both parts, so the ratio does not change. Part (a) defines $g_r$ for a metal that acts as a reservoir. Next to a diffusive metal it has to be corrected for the Sharvin resistance, which raises it by roughly 10 to 20% for free-electron channel densities. The value $3\ \mathrm{nm^{-2}}$ is to be read as already corrected; the correction affects the fields but not the ratio.

A diffusion constant of 1 cm²/s gives $\tau=\lambda^2/D=40$ fs and $\omega\tau=0.0025$, which justifies the slow limit. A numerical solution of the diffusion equation with this delay still gives 57.29. With $\omega\tau=1$ and $q$ and $d/\lambda$ held fixed, the ratio at the interface becomes 58.2, a shift of 1.5%. The thickness-averaged current, which sets the fields below, then has a lower ratio, about 55, because the alternating part decays differently with depth. These solutions leave out the spin precession of the tungsten electrons in the applied field. For the free-electron $g$ factor its angular frequency is $\gamma B$, which equals $\omega$ on the circular orbit. The electron spins then turn in step with $\mathbf m$, the delay cancels, and the ratio stays at $\cot\theta$ for any $\omega\tau$. The changes at $\omega\tau=1$ thus show the effect of the delay alone.

The spin current decays as $\sinh[(d-y)/\lambda]/\sinh(d/\lambda)$. Its mean over the thickness, relative to the interface value, is
$$\frac{\lambda}{d}\,\frac{\cosh(d/\lambda)-1}{\sinh(d/\lambda)}=\frac{\lambda}{d}\tanh\frac{d}{2\lambda}=0.339 .$$

The inverse spin Hall current lies along the cross product of flow direction and polarization; its sign is set by the spin Hall angle, which is negative in tungsten, and only magnitudes are given here. Since $\hat{\mathbf y}\times\hat{\mathbf z}=\hat{\mathbf x}$ and $\hat{\mathbf y}\times\hat{\mathbf x}=-\hat{\mathbf z}$, the direct field lies along $x$ and the alternating field along $z$; polarization along $y$ gives none. In an open circuit the field magnitude is the spin Hall angle times $\rho$ times the mean spin current in charge units:
$$E_{dc}=0.3\times(2\times10^{-4}\ \mathrm{\Omega\,cm})\times146.4\ \mathrm{A/cm^2}\times0.515\times0.339=1.5\times10^{-3}\ \mathrm{V/cm}.$$
The alternating amplitude is 0.088 V/cm, again 57 times larger. The voltages have this ratio if the contacts are equally far apart along $x$ and $z$.

### The model beside a real film

The tungsten values are roughly those of thin, highly resistive films; a spin Hall angle of 0.3 is a large value for this metal. The circular orbit is the assumption that an ordinary in-plane film breaks. With the magnetization used above and the in-plane tilt held at one degree, this leaves the $x$ ratio at 57 but raises the $y$ ratio to 74, and both fields fall by the factor $b/a=0.779$, to $1.2\times10^{-3}$ and 0.069 V/cm. If instead the tilt along the normal were one degree, the ratios would be 45 for $x$ and 57 for $y$.

Faraday induction adds a further contribution to a measured alternating voltage. If a pickup loop along $z$ enclosed all the oscillating flux of a magnet of thickness $t=20$ nm, the induced field would have amplitude $\omega\mu_0Mt\sin\theta=0.039$ V/cm. This upper size is 45% of the alternating spin Hall field of the circular orbit. For $g_i=0$ the induced field varies as $\sin\omega t$ and the spin Hall field as $\cos\omega t$, so the total amplitude would grow by the factor $\sqrt{1+0.45^2}\approx1.10$. The apparent ratio would then be about 63. On the elliptical orbit that belongs to this magnetization, the induced field follows $a$ and is unchanged, while the spin Hall field follows $b$; the fraction rises to 58% and the apparent ratio to about 66. The value 57 belongs to the spin currents and to the fields they generate; within this model, and with equal contact spacing, a voltage measurement gives it once the induced part has been removed. In a real device the microwave drive can also induce an alternating voltage directly, and rectified microwave currents can add to the constant voltage; these contributions must be separated as well. The numerical output below lists the remaining values.

## Computed results

```
Cone half-angle: 1 degree
Sine of cone angle: 0.0174524
Cosine of cone angle: 0.999848
Ratio ac/dc, cotangent formula: 57.29
Ratio ac/dc, integrated motion: 57.29
Small-angle estimate 1/theta: 57.2958
Ratio if 1 degree is the full opening: 114.589
Ratio of rms ac to dc: 40.51
Frequency: 10 GHz
Precession quantum: 4.136e-05 eV
Temperature: 300 K
Thermal energy: 0.02585 eV
Mixing conductance g_r: 3 nm^-2
Pumped dc spin current: 3.007e-09 eV/nm2
Pumped ac spin current amplitude: 1.723e-07 eV/nm2
Pumped dc, charge equivalent: 146.4 A/cm2
Pumped ac, charge equivalent: 8387 A/cm2
Tungsten thickness: 5 nm
Spin diffusion length: 2 nm
Tungsten resistivity: 200 microohm cm
Spin Hall angle, magnitude: 0.3
Backflow parameter q: 0.9298
Backflow reduction factor: 0.5148
Thickness-average factor: 0.3393
Inverse spin Hall dc field: 0.001534 V/cm
Inverse spin Hall ac field amplitude: 0.08791 V/cm
Diffusion constant: 1 cm2/s
Spin relaxation time: 40 fs
omega*tau: 0.002513
Ratio with backflow at this omega*tau: 57.29
Ratio with backflow at omega*tau = 1: 58.1705
g_i/g_r: 0.1
Ratio with g_i included: 57.5758
Field for circular precession: 0.3572 T
Magnetization mu0*M: 0.18 T
Field for elliptical precession: 0.2784 T
Ellipse axis ratio, normal/in-plane: 0.7793
Elliptical ratio, x polarization: 57.2884
Elliptical ratio, y polarization: 73.5178
Magnet thickness: 20 nm
Faraday field amplitude, upper size: 0.03948 V/cm
Faraday upper size / spin Hall ac field: 0.4491
Skin depth in tungsten: 7118 nm
Side of square magnet: 10000 nm
Thermal rms tilt of uniform mode: 0.0163 degree
```
